# Testing a Poole-Frenkel slope against the refractive index

## Problem

An insulating film of thickness \(d=10.0\pm0.4\) nm carries a leakage current of density \(J\) at temperature \(T=300\pm2\) K. The current was recorded at eleven equally spaced fields \(F=V/d\) from 0.10 to 0.20 V/nm, where \(V\) is the voltage. The plot of \(\ln(J/F)\) against \(\sqrt F\) is straight, with least-squares slope

\[
S=\frac{d\ln(J/F)}{d\sqrt F}=45.0\pm1.0\ \text{(V/nm)}^{-1/2}.
\]

The quoted error of \(S\) excludes the error of the thickness. The refractive index, measured at a wavelength of 633 nm, is \(n=2.00\pm0.03\). All these numbers are chosen model data.

(a) Assume that the current is due to Poole-Frenkel emission, the field-assisted thermal release of electrons from traps that are left positively charged. Find the permittivity that the slope implies.

(b) Decide whether it is consistent with the refractive index.

(c) Find how the verdict depends on trap compensation, on the directions of emission, and on the choice of Poole-Frenkel rather than Schottky emission.

The high-frequency permittivity \(\varepsilon_\infty\) is the relative permittivity due to the electrons alone, at frequencies above the lattice vibrations and well below the electronic transitions. Energies are in eV and lengths in nm, which suit device data better than Hartree units. A field of \(F\) V/nm then exerts on an electron a force of \(F\) eV/nm. The Coulomb constant is

\[
k=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \text{eV nm},
\]

and the thermal energy is \(k_BT=0.025852\) eV.

## First estimate by scaling

An electron leaving a positively charged trap feels a Coulomb attraction of energy \(k/(\varepsilon r)\) at distance \(r\), while the field supplies an energy \(Fr\). The two are comparable when

\[
\frac{k}{\varepsilon r}\sim Fr
\quad\Rightarrow\quad
r\sim\sqrt{\frac{k}{\varepsilon F}},
\qquad
Fr\sim\sqrt{\frac{kF}{\varepsilon}} .
\]

This is the only energy that can be formed from the attraction and the field, so the barrier must fall by this amount times a number. Thermal release depends exponentially on the barrier divided by \(k_BT\). Hence

\[
S\sim\frac{1}{k_BT}\sqrt{\frac{k}{\varepsilon}},
\qquad
\varepsilon\sim\frac{k}{(k_BT\,S)^2}.
\]

With \(k_BT\,S=0.025852\times45.0=1.1633\) eV (V/nm)\(^{-1/2}\),

\[
\varepsilon\sim\frac{1.43996}{(1.1633)^2}=1.06,
\qquad
\sqrt\varepsilon\sim1.03 .
\]

The estimate gives an index of order one, but scaling leaves a pure number \(c\) undetermined: the index is \(1.03\,c\). An index near two needs \(c\) near 1.9. Whether the data are consistent therefore rests on a factor that scaling cannot supply.

## Exact solution of the model

### The lowered barrier

Let the trap be neutral when occupied and singly positive when empty. Measure \(r\) from the trap along the force on the electron. Outside the core of the trap the potential energy is

\[
U(r)=-\frac{k}{\varepsilon r}-Fr .
\]

Both terms are negative: the first binds the electron, and the second falls as the electron moves with the force. The stationary point follows from

\[
U'(r)=\frac{k}{\varepsilon r^2}-F=0
\quad\Rightarrow\quad
r_m=\sqrt{\frac{k}{\varepsilon F}} .
\]

Since \(U''=-2k/(\varepsilon r^3)<0\), it is a maximum. There the two terms are equal, because \(k/(\varepsilon r_m)=Fr_m=\sqrt{kF/\varepsilon}\), and they add:

\[
U(r_m)=-2\sqrt{\frac{kF}{\varepsilon}}\equiv-\Delta .
\]

Without the field the top of the barrier lies at zero energy. A trap of depth \(\phi\) thus has its barrier reduced from \(\phi\) to \(\phi-\Delta\), provided that \(\phi>\Delta\). Electrons are assumed to pass over the barrier, not to tunnel through it.

The permittivity enters here through the Coulomb field of the trap alone. The applied field \(F=V/d\) is the macroscopic field and already contains the response of the film to the voltage. To set \(\varepsilon=\varepsilon_\infty\) is to assume that the lattice does not follow the escaping electron. That is a hypothesis, and the comparison with the index examines it.

### From emission rate to carrier density

The current depends on the density \(n_c\) of mobile electrons, which need not be proportional to the emission rate. Let there be \(N_d\) traps per volume and \(N_a\) compensating acceptors, each of which has permanently taken one electron from a trap. Neutrality fixes the density of empty, positive traps at \(n_c+N_a\). The occupied traps number \(N_d-N_a-n_c\).

In the steady state emission balances capture. Emission is proportional to the number of occupied traps; capture is proportional to \(n_c\) times the number of empty ones. With \(K\) the ratio of the emission rate to the capture coefficient,

\[
n_c(n_c+N_a)=K(N_d-N_a-n_c),
\qquad
K=K_0\,e^{-(\phi-\Delta)/k_BT}.
\]

The capture coefficient and \(K_0\) are taken as independent of the field. To find how \(n_c\) responds to \(K\), take the logarithm,

\[
\ln n_c+\ln(n_c+N_a)=\ln K+\ln(N_d-N_a-n_c),
\]

and differentiate with respect to \(\ln K\). Write \(g=d\ln n_c/d\ln K\), so that \(dn_c/d\ln K=g\,n_c\). Then

\[
g+\frac{g\,n_c}{n_c+N_a}=1-\frac{g\,n_c}{N_d-N_a-n_c}.
\]

Collecting the terms in \(g\) and dividing by \(g\) gives

\[
\xi\equiv\frac1g
=1+\frac{n_c}{n_c+N_a}+\frac{n_c}{N_d-N_a-n_c}.
\]

By the balance equation the last fraction equals \(K/(n_c+N_a)\), so

\[
\xi=1+\frac{n_c+K}{n_c+N_a}.
\]

Two limits matter. In a strongly compensated film, \(n_c\) and \(K\) are both much smaller than \(N_a\), and \(\xi\to1\). The number of empty traps is then fixed by the acceptors, and \(n_c\) follows the emission rate. In an uncompensated film, \(N_a=0\) and \(\xi=2+K/n_c\), which tends to 2 when few traps are ionized. Each released electron then also creates an empty trap that can capture, so \(n_c\propto\sqrt K\). When most traps of such an uncompensated film are ionized, \(\xi\) rises well above 2, because the supply of electrons runs out.

### Extracting the permittivity

If the mobility \(\mu\) does not depend on the field, \(J=e\mu n_cF\), and \(J/F\) is proportional to \(n_c\). For constant \(\xi\),

\[
\ln\frac JF=\text{const}+\frac{\Delta}{\xi k_BT}
=\text{const}+\frac{2}{\xi k_BT}\sqrt{\frac k\varepsilon}\,\sqrt F .
\]

The coefficient of \(\sqrt F\) is \(S\). Solving for the permittivity,

\[
S=\frac{2}{\xi k_BT}\sqrt{\frac k\varepsilon}
\quad\Rightarrow\quad
\boxed{\varepsilon=\frac{4k}{(\xi k_BT\,S)^2}},
\qquad
n_{\rm PF}=\sqrt\varepsilon=\frac{2\sqrt k}{\xi k_BT\,S}.
\]

The slope determines only the product \(\xi\sqrt\varepsilon\). A measurement at another temperature tests whether \(S\propto1/T\), but for constant \(\xi\) it returns the same product. For a compensated film, \(\xi=1\),

\[
\varepsilon=\frac{4\times1.43996}{(1.1633)^2}=4.26,
\qquad
n_{\rm PF}=2.063 .
\]

### Uncertainty

The thickness enters through the field. Since \(\sqrt F=\sqrt V/\sqrt d\), the slope \(S_V\) of the same ordinate against \(\sqrt V\) obeys \(S=\sqrt d\,S_V\). Dividing \(J\) by \(V\) instead of \(F\) only shifts the plot by a constant. Therefore

\[
n_{\rm PF}\propto\frac{1}{T\,S_V\sqrt d},
\qquad
\frac{\delta n_{\rm PF}}{n_{\rm PF}}
=-\frac{\delta T}{T}-\frac{\delta S_V}{S_V}-\frac{\delta d}{2d}.
\]

For small independent errors the squares add. The relative error of \(S_V\) is the quoted one of \(S\), which excludes the thickness:

\[
\frac{\sigma_{\rm PF}}{n_{\rm PF}}
=\sqrt{\left(\frac{1}{45}\right)^2+\left(\frac{2}{300}\right)^2+\left(\frac{0.4}{20}\right)^2}
=0.0306 .
\]

Thus \(n_{\rm PF}=2.063\pm0.063\). The relative error of \(\varepsilon=n_{\rm PF}^2\) is twice as large, which gives \(\varepsilon=4.26\pm0.26\). Slope and thickness contribute almost equally; temperature matters little.

### The index in the low-frequency electronic limit

The photon energy at 633 nm is \(E=1.9587\) eV. This is not negligible beside the electronic transition energies, so \(n^2\) slightly exceeds \(\varepsilon_\infty\). Represent the electrons by one undamped oscillator of energy \(E_0=10\) eV, a chosen value. In a field of photon energy \(E\), its polarization amplitude \(P\), in units of \(\varepsilon_0\) times the field, obeys

\[
(E_0^2-E^2)P=E_0^2(\varepsilon_\infty-1),
\]

where the right side is fixed by the limit \(E\to0\). For a transparent, non-magnetic, isotropic film, with the lattice response at this photon energy neglected, \(n^2=1+P\). Hence

\[
\varepsilon_\infty=1+(n^2-1)\left[1-\frac{E^2}{E_0^2}\right]
=1+3\times0.9616=3.885,
\]

and \(n_\infty=\sqrt{\varepsilon_\infty}=1.971\). Differentiating \(n_\infty^2=1+(n^2-1)s\), with \(s=0.9616\), gives \(2n_\infty\,\delta n_\infty=2ns\,\delta n\), so

\[
\sigma_\infty=\frac{2.00\times0.9616}{1.971}\times0.03=0.029 .
\]

This error does not include the uncertainty of the one-oscillator model. The whole correction to the index is 0.029, as large as the measurement error.

### The consistency test

Take the electrical and optical errors as independent, which requires a thickness measured separately from the index. The difference in units of its standard error is

\[
z=\frac{n_{\rm PF}-n_\infty}{\sqrt{\sigma_{\rm PF}^2+\sigma_\infty^2}}
=\frac{2.063-1.971}{\sqrt{0.063^2+0.029^2}}=1.3 .
\]

With the criterion \(|z|<2\), the slope is consistent with the index for \(\xi=1\). This means that the data do not contradict the model; it does not establish the mechanism. The verdict also rests on the chosen oscillator energy: with \(E_0=6\) eV instead of 10 eV, \(n_\infty=1.918\) and \(z=2.1\), just outside the criterion.

### A second case: emission in all directions

The calculation so far sends every electron along the force. Suppose instead that electrons leave on straight rays, equally in all directions. At an angle \(\theta\) to the force, the energy along the ray is \(-k/(\varepsilon r)-Fr\cos\theta\). For \(\cos\theta>0\) the earlier maximization applies with \(F\) replaced by \(F\cos\theta\), and the lowering is \(\Delta\sqrt{\cos\theta}\). In the backward hemisphere the model assumes no lowering.

Let \(x=\Delta/k_BT\) and \(u=\cos\theta\). The average over the sphere replaces the factor \(e^x\) in \(K\) by

\[
G(x)=\frac12\int_0^1e^{x\sqrt u}\,du+\frac12 .
\]

With \(u=s^2\), \(du=2s\,ds\), and one integration by parts,

\[
\frac12\int_0^1e^{x\sqrt u}du=\int_0^1s\,e^{xs}ds
=\frac{e^x}{x}-\frac{e^x-1}{x^2}
=\frac{(x-1)e^x+1}{x^2}.
\]

For large \(x\) the exponential term dominates, and \(\ln G\approx x+\ln(x-1)-2\ln x\). Its derivative is

\[
\gamma=\frac{d\ln G}{dx}\approx1+\frac1{x-1}-\frac2x
=1-\frac1x+\frac1{x(x-1)} .
\]

It is below one because, as the field grows, emission concentrates in a narrowing cone about the force. The slope becomes \(S=\gamma\,(2/k_BT)\sqrt{k/\varepsilon}\) for \(\xi=1\), so the inferred index is \(\gamma\) times the earlier one.

At the middle field, 0.15 V/nm, the relation \(\gamma x\approx S\sqrt F=17.4\) gives \(x\approx18.4\) and \(\gamma\approx0.95\). The index should fall by about 5 percent, to 1.96. Fitting \(\ln G\) over the eleven fields and solving for \(\varepsilon\) numerically gives

\[
\varepsilon=3.82\pm0.23,\qquad \sqrt\varepsilon=1.955\pm0.058,\qquad z=-0.24 .
\]

This too is consistent. The two emission models differ by 0.11 in the index, which is more than the propagated error of either. That difference is a systematic uncertainty of the interpretation, and a more precise value of the slope alone would not remove it.

### Other readings of the same slope

For an uncompensated film with few ionized traps, \(\xi=2\) halves the index to 1.03, with \(z=-22\). Within directed emission this reading is rejected. Angular averaging would lower the index further, and a lattice contribution would raise the permittivity above \(\varepsilon_\infty\), whereas this reading lies below it. The converse error is equally large: a synthetic uncompensated film of permittivity 4, analysed with \(\xi=1\), yields 16.

In Schottky emission the electron leaves an electrode. At distance \(y\) from the metal its image charge is \(2y\) away, and the attractive force is \(k/[\varepsilon(2y)^2]\). The energy at distance \(r\) is therefore

\[
-\int_r^\infty\frac{k}{4\varepsilon y^2}\,dy=-\frac{k}{4\varepsilon r}.
\]

This is the trap potential with \(k\) replaced by \(k/4\), so the lowering is \(\sqrt{kF/\varepsilon}\), half of \(\Delta\). The linear quantity is now \(\ln J\), not \(\ln(J/F)\), with slope \(S_J=\sqrt{k/\varepsilon}/(k_BT)\). Because \(\ln J=\ln(J/F)+\ln F\) and a least-squares slope is linear in the ordinate, the slope of \(\ln F\) over the eleven fields, 5.27 (V/nm)\(^{-1/2}\), must be added to \(S\):

\[
S_J=50.27\ \text{(V/nm)}^{-1/2},
\qquad
\sqrt\varepsilon=\frac{\sqrt k}{k_BT\,S_J}=0.92 .
\]

This is less than half the optical index, so simple Schottky emission does not fit these data.

### Is the permittivity really the high-frequency one?

With the extracted \(\varepsilon=4.26\), the barrier top at 0.15 V/nm lies at \(r_m=1.50\) nm. An electron of free mass \(m_e\) and speed \(\sqrt{k_BT/m_e}\) covers this distance in about 22 fs. It moves faster deep in the well: if it reaches the barrier top with that speed, integrating along \(U(r)\) gives about 9 fs. A lattice vibration of energy 0.05 eV has an inverse angular frequency of 13 fs. The times are comparable, so this estimate does not show that the lattice stands still.

The slope itself says more. If the lattice responded fully and gave a permittivity of 25, directed emission with \(\xi=1\) would produce a slope of 18.6 (V/nm)\(^{-1/2}\), far below the supplied 45. Since \(\xi\ge1\) and \(\gamma<1\), the other variants of the trap model would make it smaller still. Full screening to a permittivity of 25 is thus excluded if the electrons pass over the barrier and do not tunnel. The same test rules out only static permittivities above about 4.8, and the proviso on tunnelling fails for a permittivity of 25, as shown at the end of this section.

Partial screening is not excluded even for emission over the barrier. The excess of the extracted permittivity over \(\varepsilon_\infty\) is \(4.256-3.885=0.37\pm0.29\) for directed emission and \(-0.06\pm0.26\) for the angular average. A lattice contribution of a few tenths would pass unnoticed. In directed emission, an effective \(\xi=1.047\) would also remove the excess, and the slope alone cannot tell these explanations apart. Such a value is only an average over the fields: \(\xi-1\) grows with \(n_c\), so the plot would bend slightly, and sufficiently precise data could reveal the curvature.

The model also needs traps deeper than the lowering, which reaches 0.52 eV at the highest field, and barrier tops that stay clear of neighbouring traps and electrodes. If the field in the film differs from \(V/d\), for instance because of an interface layer, the extracted permittivity is wrong even when the plot is straight.

The neglect of tunnelling is a more serious limit. Near its top the barrier is an inverted parabola of curvature \(|U''(r_m)|=2F/r_m\), with the characteristic energy

\[
\hbar\omega=\hbar\sqrt{\frac{2F}{m\,r_m}} .
\]

At an energy \(\delta\) below the top, the transmission falls as \(e^{-2\pi\delta/\hbar\omega}\), while the thermal population grows as \(e^{\delta/k_BT}\). Tunnelling is therefore negligible only if \(\hbar\omega\ll2\pi k_BT=0.16\) eV. For the free mass, \(\hbar\omega=0.12\) eV at 0.15 V/nm and 0.15 eV at 0.20 V/nm, and a smaller effective mass makes it larger. The condition is therefore not met at these fields. For traps much deeper than the lowering, the growth of \(\hbar\omega\) with the field makes tunnelling steepen the plot, and the formula for \(\varepsilon\) then returns too small a value. The effect is large. A one-dimensional WKB estimate, which sums the transmission over the thermal distribution of energies for the free mass and a trap 1.2 eV deep, gives a slope of about 55 (V/nm)\(^{-1/2}\) for \(\varepsilon=4.26\). The formula would read this as \(\varepsilon\approx2.8\), a shift of more than five times the quoted error. For \(\varepsilon=25\), \(\hbar\omega=0.19\) eV at 0.15 V/nm exceeds \(2\pi k_BT\), and the same estimate gives a slope of about 44, close to the supplied value, so the slope alone no longer excludes full lattice screening. For a real film this contribution must be calculated before the slope is read as a permittivity.

## Comparison of the estimate and the solution

Scaling gave the correct dependence, \(\varepsilon\propto k/(k_BT\,S)^2\). The full solution for the index multiplies the scaling value by

\[
c=\frac{2\gamma}{\xi},
\]

with \(\gamma=1\) for directed emission. The 2 arises because the Coulomb and field energies are equal at the barrier top and add. The factor \(\xi\) comes from the statistics of the traps, and \(\gamma\approx0.95\) from the spread of directions at \(\xi=1\).

| Reading of the slope | \(c\) | Index |
|---|---|---|
| Scaling estimate | 1 | 1.03 |
| Directed, \(\xi=1\) | 2 | 2.06 |
| Angle-averaged, \(\xi=1\) | 1.90 | 1.96 |
| Directed, \(\xi=2\) | 1 | 1.03 |
| Optical value \(n_\infty\) | – | 1.97 |

The scaling estimate coincides with the uncompensated result because there the factor 2 from the barrier is cancelled by \(\xi=2\). Taken literally, it would have suggested a conflict with the optical index that the compensated model does not have.

The answer to (a) is \(\varepsilon=4.26\pm0.26\) for directed emission from compensated traps, or \(3.82\pm0.23\) if emission is averaged over angle. The answer to (b) is that both are consistent with \(\varepsilon_\infty=3.88\), the value for the chosen oscillator energy of 10 eV, by the criterion \(|z|<2\). For (c), the agreement survives the change in emission directions but not the change to \(\xi=2\) or to Schottky emission. Within the trap model, the conditions \(\xi\ge1\) and \(\varepsilon\ge\varepsilon_\infty\) leave room only for an effective \(\xi\) close to 1, so the agreement requires acceptors that outnumber the mobile electrons over most of the field range. They may still be few compared with the traps. Independent evidence that the film is uncompensated would therefore count against the model. All these verdicts hold for emission over the barrier; tunnelling, which the estimates above show to be significant at these fields and this temperature, can change them by more than the quoted errors. The numerical output below lists the values with further digits.

## Values computed for the example and the checks

```
Coulomb constant k = 1.43996 eV nm
Supplied slope S = 45.0 +/- 1.0 (V/nm)^(-1/2)
Temperature = 300 +/- 2 K
Thermal energy kT = 0.025852 eV
Thickness = 10.0 +/- 0.4 nm
Field window = 0.10 to 0.20 V/nm, 11 points
Measured index = 2.00 +/- 0.03 at 633 nm
Photon energy = 1.9587 eV
Oscillator energy = 10.0 eV
Optical eps_inf = 3.8849 (dimensionless)
Optical n_inf = 1.9710 +/- 0.0293 (dimensionless)
--- Directed emission, xi = 1 ---
Lowering coefficient kT*S = 1.1633 eV (V/nm)^(-1/2)
Permittivity = 4.256 +/- 0.261
Relative index uncertainty = 3.06 percent
Index n_PF = 2.0630 +/- 0.0632
Difference n_PF - n_inf = 0.0920, z = 1.32
xi implied by n_inf = 1.047
--- Angle-averaged emission, xi = 1 ---
Permittivity = 3.823 +/- 0.228
Index = 1.9554 +/- 0.0584
Difference from n_inf = -0.0157, z = -0.24
--- Rival readings of the same slope ---
xi = 2: permittivity = 1.064, index = 1.0315, z = -21.8
Regression slope of ln F = 5.266 (V/nm)^(-1/2)
Schottky slope of ln J = 50.266 (V/nm)^(-1/2)
Schottky: permittivity = 0.853, index = 0.9234
--- Expected slopes, directed emission, xi = 1 ---
For optical eps_inf: 47.10 (V/nm)^(-1/2)
For permittivity 25: 18.57 (V/nm)^(-1/2)
--- Synthetic film of permittivity 4, read with xi = 1 ---
Compensated: 4.0000; uncompensated: 16.0000
--- Validity estimates ---
Lowering at highest field = 0.5203 eV
Barrier-top distance at 0.15 V/nm = 1.502 nm
Escape time, free-electron mass = 22.3 fs
Inverse phonon frequency at 0.05 eV = 13.2 fs
```
